# Why adding the full Weizsäcker term to Thomas-Fermi fails in both limits: a program that tests the result

```python
"""Kinetic energy of non-interacting electrons: is T_TF + T_W a good functional?

Result under test (atomic units inside, eV and angstrom in the output):
  one real orbital        : T_s = T_W, so T_TF + T_W is too large by T_TF
  slowly varying density  : T_s = T_TF + T_W/9 + ..., so the gradient term
                            of T_TF + T_W is nine times too large
Symbols: n density, T_s true kinetic energy, T_TF = C_F int n^(5/3),
T_W = int |grad n|^2/(8 n), k_F Fermi wavenumber, q modulation wavenumber,
eta = q/(2 k_F), F = response of the uniform gas divided by its q -> 0 value.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
C_F = 0.3 * (3 * np.pi**2) ** (2 / 3)


def pair_in_well(potential, r_max, points=4000):
    """Two electrons in the lowest s orbital of a spherical well.

    T_s is energy minus mean potential; T_TF and T_W use the density only.
    """
    h = r_max / (points + 1)
    r = h * np.arange(1, points + 1)
    v = potential(r)
    energy, vec = eigh_tridiagonal(1 / h**2 + v,
                                   np.full(points - 1, -0.5 / h**2),
                                   select="i", select_range=(0, 0))
    weight = vec[:, 0] ** 2
    weight /= weight.sum()
    t_s = 2 * (energy[0] - np.sum(weight * v))
    n = 2 * weight / h / (4 * np.pi * r**2)
    slope = np.gradient(n, h)
    keep = n > 1e-20 * n.max()
    shell = 4 * np.pi * r**2 * h
    t_tf = C_F * np.sum(shell * n ** (5 / 3))
    t_w = np.sum((shell * slope**2)[keep] / (8 * n[keep]))
    return t_s, t_tf, t_w


def functionals_per_volume(n, period):
    """Cell averages of the TF and Weizsaecker energy densities for n(x)."""
    k = 2 * np.pi * np.fft.fftfreq(n.size, d=period / n.size)
    slope = np.fft.ifft(1j * k * np.fft.fft(n)).real
    return C_F * np.mean(n ** (5 / 3)), np.mean(slope**2 / (8 * n))


def modulated_gas(mu, amplitude, period, nodes=24, points=256):
    """3D electron gas in amplitude*cos(q x): grid x, n(x), T_s per volume.

    Motion along x is diagonalized in plane waves; the free motion in the
    other two directions is integrated analytically up to mu.
    """
    q = 2 * np.pi / period
    m_max = int(np.sqrt(2 * mu) / q) + 12
    m = np.arange(-m_max, m_max + 1)
    coupling = amplitude / 2 * (np.eye(m.size, k=1) + np.eye(m.size, k=-1))

    def bands(k):
        return np.linalg.eigh(np.diag((k + m * q) ** 2 / 2) + coupling)

    edge = q / 2
    band = min(np.sum(bands(0.0)[0] < mu), np.sum(bands(edge)[0] < mu))
    k_cross = brentq(lambda k: bands(k)[0][band] - mu, 0, edge, xtol=1e-15)
    x = period * np.arange(points) / points
    waves = np.exp(1j * q * np.outer(x, m))
    gauss_x, gauss_w = np.polynomial.legendre.leggauss(nodes)
    n, t_s = np.zeros(points), 0.0
    for low, high in ((0.0, k_cross), (k_cross, edge)):
        half = (high - low) / 2
        for gx, gw in zip(gauss_x, gauss_w):
            k = low + half * (gx + 1)
            e, c = bands(k)
            filled = e < mu
            room, c = mu - e[filled], c[:, filled]
            w = gw * half / np.pi
            n += w * (np.abs(waves @ c) ** 2 @ (room / np.pi))
            t_x = ((k + m * q) ** 2 / 2) @ c**2
            t_s += w * np.sum(room * t_x / np.pi + room**2 / (2 * np.pi))
    return x, n, t_s


def response_factor(eta):
    log = np.log(abs((1 + eta) / (1 - eta)))
    return 0.5 + (1 - eta**2) / (4 * eta) * log


# ---- one orbital: harmonic well, and a quartic well as a second case
omega = 10 / EV
length = 1 / np.sqrt(omega)
ts, ttf, tw = pair_in_well(lambda r: 0.5 * omega**2 * r**2, 8 * length)
ts4, ttf4, tw4 = pair_in_well(
    lambda r: 0.5 * omega**2 * r**4 / length**2, 8 * length)
# tolerances: second-order finite differences on the radial grid
assert abs(tw / ts - 1) < 1e-4 and abs(tw4 / ts4 - 1) < 1e-4
assert abs(ts / (1.5 * omega) - 1) < 1e-4
ttf_formula = C_F * 2 ** (5 / 3) * 0.6**1.5 * omega / np.pi
assert abs(ttf / ttf_formula - 1) < 1e-4
assert abs(ttf + tw - ts) > abs(ttf - ts)
assert abs(ttf4 + tw4 - ts4) > abs(ttf4 - ts4)

print("ONE ORBITAL: two electrons, harmonic well")
print(f"quantum of the well                 {omega*EV:.3f} eV")
print(f"oscillator length                   {length*ANG:.4f} angstrom")
print(f"T_s (energy minus mean potential)   {ts*EV:.3f} eV")
print(f"T_W (from density)                  {tw*EV:.3f} eV")
print(f"T_TF (from density)                 {ttf*EV:.3f} eV")
print(f"T_TF / T_s                          {ttf/ts:.4f}")
for name, lam in (("T_TF        ", 0), ("T_TF + T_W/9", 1 / 9),
                  ("T_TF + T_W  ", 1)):
    err = ttf + lam * tw - ts
    print(f"error of {name}               {err*EV:+.3f} eV"
          f" = {100*err/ts:+.1f} %")
print("Quartic well, same length scale")
print(f"T_s, T_W, T_TF                      {ts4*EV:.3f}, {tw4*EV:.3f},"
      f" {ttf4*EV:.3f} eV")

# ---- the same pair in one orbital spread over eight distant wells
distance = 10 * length
s = np.linspace(-distance, distance, 8001)
ds = s[1] - s[0]
g = sum(np.exp(-omega * (s - c) ** 2 / 2)
        for c in (-distance / 2, distance / 2))
g /= np.sqrt(np.sum(g**2) * ds)
ts8 = 2 * 3 * 0.5 * np.sum(np.gradient(g, ds) ** 2) * ds
ttf8 = C_F * 2 ** (5 / 3) * (np.sum(g ** (10 / 3)) * ds) ** 3
assert abs(ts8 / ts - 1) < 1e-3
assert abs(ttf8 / ttf - 8 ** (-2 / 3)) < 1e-3
assert ts8 > 2 * ttf8 and ttf8 < abs(ttf8 - ts8)
print("Same pair spread over eight distant wells (cube corners)")
print(f"cube edge                           {distance*ANG:.3f} angstrom")
print(f"T_s = T_W, T_TF                     {ts8*EV:.3f}, {ttf8*EV:.3f} eV")
print(f"error of T_TF, of T_TF + T_W        {(ttf8-ts8)*EV:+.3f},"
      f" {ttf8*EV:+.3f} eV")

# ---- slowly varying gas
mu, amp = 10 / EV, 2 / EV
k_f = np.sqrt(2 * mu)
print("SLOWLY VARYING GAS: cosine potential along one axis")
print(f"chemical potential, amplitude       {mu*EV:.2f}, {amp*EV:.2f} eV")
print(f"k_F at zero potential               {k_f/ANG:.4f} 1/angstrom")
lambdas = []
for period_ang in (12, 24, 48):
    period = period_ang / ANG
    x, n, t_gas = modulated_gas(mu, amp, period)
    tf, w = functionals_per_volume(n, period)
    mean_n = n.mean()
    lam = (t_gas - tf) / w
    lambdas.append(lam)
    scale = EV / mean_n
    print(f"period {period_ang} angstrom, eta = {np.pi/period/k_f:.4f}")
    print(f"  density min, mean, max            {n.min()/ANG**3:.5f},"
          f" {mean_n/ANG**3:.5f}, {n.max()/ANG**3:.5f} 1/angstrom^3")
    print(f"  T_s, T_TF per electron            {t_gas*scale:.6f},"
          f" {tf*scale:.6f} eV")
    print(f"  T_W per electron                  {w*scale:.6f} eV")
    print(f"  error of T_TF, of T_TF + T_W      {(tf-t_gas)*scale:+.6f},"
          f" {(tf+w-t_gas)*scale:+.6f} eV")
    print(f"  (T_s - T_TF)/T_W and its inverse  {lam:.5f}, {1/lam:.3f}")
    assert abs(tf + w - t_gas) > abs(tf - t_gas)
deviation = np.array(lambdas) - 1 / 9
# next gradient order: the deviation must fall about fourfold per doubling
assert abs(deviation[-1]) < 1e-3
assert 3 < deviation[0] / deviation[1] < 5
assert 3 < deviation[1] / deviation[2] < 5
print(f"limit 1/9                           {1/9:.5f}")

# ---- linear response: diagonalization against the formula for F
print("RESPONSE: inverse response relative to its q -> 0 value")
for eta in (0.4, 1.6):
    period = np.pi / (eta * k_f)
    weak = 0.01 * mu
    x, n, _ = modulated_gas(mu, weak, period)
    wave = np.cos(2 * np.pi * x / period)
    inverse = -k_f / np.pi**2 * weak / (2 * np.mean(n * wave))
    # tolerance: terms beyond linear order in the weak potential
    assert abs(inverse * response_factor(eta) - 1) < 2e-3
    # curvature of the functionals, from energies of a modulated density
    n0 = k_f**3 / (3 * np.pi**2)
    delta = 0.01 * n0
    tf, w = functionals_per_volume(n0 + delta * wave, period)
    unit = delta**2 / 4 * np.pi**2 / k_f
    curve_tf = (tf - C_F * n0 ** (5 / 3)) / unit
    curve_w = w / unit
    assert abs(curve_tf - 1) < 1e-3
    assert abs(curve_w / (3 * eta**2) - 1) < 1e-3
    print(f"eta = {eta}: diagonalized {inverse:.4f},"
          f" formula 1/F {1/response_factor(eta):.4f}")
    print(f"  T_TF {curve_tf:.3f}, T_TF + T_W/9 {curve_tf+curve_w/9:.3f},"
          f" T_TF + T_W {curve_tf+curve_w:.3f}")

small = (1 / response_factor(0.01) - 1) / 0.01**2
large = 1 / response_factor(20.0) - 3 * 20.0**2
assert abs(small - 1 / 3) < 1e-4
assert abs(large + 3 / 5) < 2e-3
print(f"(1/F - 1)/eta^2 at eta = 0.01       {small:.5f}")
print(f"1/F - 3 eta^2 at eta = 20           {large:.4f}")
print("OK")
```

Printed output:

```
ONE ORBITAL: two electrons, harmonic well
quantum of the well                 10.000 eV
oscillator length                   0.8729 angstrom
T_s (energy minus mean potential)   15.000 eV
T_W (from density)                  15.000 eV
T_TF (from density)                 13.485 eV
T_TF / T_s                          0.8990
error of T_TF                       -1.515 eV = -10.1 %
error of T_TF + T_W/9               +0.152 eV = +1.0 %
error of T_TF + T_W                 +13.485 eV = +89.9 %
Quartic well, same length scale
T_s, T_W, T_TF                      25.331, 25.331, 21.670 eV
Same pair spread over eight distant wells (cube corners)
cube edge                           8.729 angstrom
T_s = T_W, T_TF                     15.000, 3.371 eV
error of T_TF, of T_TF + T_W        -11.629, +3.371 eV
SLOWLY VARYING GAS: cosine potential along one axis
chemical potential, amplitude       10.00, 2.00 eV
k_F at zero potential               1.6201 1/angstrom
period 12 angstrom, eta = 0.1616
  density min, mean, max            0.10319, 0.14470, 0.18844 1/angstrom^3
  T_s, T_TF per electron            6.177371, 6.176075 eV
  T_W per electron                  0.011494 eV
  error of T_TF, of T_TF + T_W      -0.001296, +0.010198 eV
  (T_s - T_TF)/T_W and its inverse  0.11275, 8.869
period 24 angstrom, eta = 0.0808
  density min, mean, max            0.10287, 0.14469, 0.18870 1/angstrom^3
  T_s, T_TF per electron            6.178168, 6.177843 eV
  T_W per electron                  0.002914 eV
  error of T_TF, of T_TF + T_W      -0.000325, +0.002589 eV
  (T_s - T_TF)/T_W and its inverse  0.11152, 8.967
period 48 angstrom, eta = 0.0404
  density min, mean, max            0.10279, 0.14469, 0.18876 1/angstrom^3
  T_s, T_TF per electron            6.178367, 6.178285 eV
  T_W per electron                  0.000731 eV
  error of T_TF, of T_TF + T_W      -0.000081, +0.000650 eV
  (T_s - T_TF)/T_W and its inverse  0.11121, 8.992
limit 1/9                           0.11111
RESPONSE: inverse response relative to its q -> 0 value
eta = 0.4: diagonalized 1.0584, formula 1/F 1.0584
  T_TF 1.000, T_TF + T_W/9 1.053, T_TF + T_W 1.480
eta = 1.6: diagonalized 7.0135, formula 1/F 7.0136
  T_TF 1.000, T_TF + T_W/9 1.853, T_TF + T_W 8.680
(1/F - 1)/eta^2 at eta = 0.01       0.33335
1/F - 3 eta^2 at eta = 20           -0.6003
OK
```
